# Factoring two-qubit gates by real diagonalization in the magic basis

Two electron spins are coupled by an exchange of 10 MHz for 50 ns while their Zeeman frequencies differ by 20 MHz. Up to single-spin rotations, the resulting gate is close to a controlled-Z, but replacing its remaining XX+YY part by the identity costs an average infidelity of $1.05\times10^{-2}$. If the Zeeman difference is 17.321 MHz instead, with the exchange and the duration held fixed, that part vanishes. Explaining this requires a separation of what single-spin rotations can do from what they cannot.

## The factorization and its conventions

For every $4\times4$ unitary $U$ there are real numbers $\phi,a,b,c$ and matrices $A_1,B_1,A_2,B_2$ in SU(2) such that
$$U=e^{i\phi}(A_1\otimes B_1)\,e^{i(aXX+bYY+cZZ)}\,(A_2\otimes B_2).\tag{1}$$
Here $XX=X\otimes X$, and similarly for the others. The basis order is 00, 01, 10, 11. A star is complex conjugation, $T$ is transposition without conjugation, and a dagger is both. "Local" means a product $A\otimes B$ with both factors in SU(2).

The magic basis consists of the Bell states with particular phases. They form the columns of $Q$:
$$q_1=\tfrac{|00\rangle+|11\rangle}{\sqrt2},\quad q_2=\tfrac{i(|00\rangle-|11\rangle)}{\sqrt2},\quad q_3=\tfrac{i(|01\rangle+|10\rangle)}{\sqrt2},\quad q_4=\tfrac{|01\rangle-|10\rangle}{\sqrt2}.$$

## Local gates become real rotations

The phases matter through $QQ^T=\sum_j q_jq_j^T$. In the first two terms the factor $i^2=-1$ cancels the diagonal entries and leaves $|00\rangle\langle11|+|11\rangle\langle00|$. The last two leave $-|01\rangle\langle10|-|10\rangle\langle01|$. Since $Y|0\rangle=i|1\rangle$ and $Y|1\rangle=-i|0\rangle$, the operator $YY$ exchanges 00 and 11 with sign $-1$, and 01 and 10 with sign $+1$. Hence
$$QQ^T=-YY.\tag{2}$$
The right side is real, so $Q^*Q^\dagger=-YY$ as well.

Write $A=\alpha_0+i(\alpha_1X+\alpha_2Y+\alpha_3Z)$ with real $\alpha$. Conjugation by $Y$ reverses $X$ and $Z$ and keeps $Y$. Complex conjugation reverses $i$ and also $Y$, which is imaginary. Both give $\alpha_0+i(-\alpha_1X+\alpha_2Y-\alpha_3Z)$, so $YAY=A^*$.

Now let $O=Q^\dagger(A\otimes B)Q$. Then
$$O^*=Q^T(A\otimes B)^*Q^*=\big[Q^T\,YY\big](A\otimes B)\big[YY\,Q^*\big].$$
Unitarity gives $Q^TQ^*=(Q^\dagger Q)^*=1$. The first bracket is therefore $-Q^TQ^*Q^\dagger=-Q^\dagger$, and the second is $-QQ^TQ^*=-Q$. The signs cancel and $O^*=O$. A real unitary matrix is orthogonal, and $\det O=(\det A)^2(\det B)^2=1$. Thus $O$ belongs to SO(4).

The converse is needed too. Differentiating the real matrices $Q^\dagger(e^{is\sigma}\otimes1)Q$ at $s=0$, for $\sigma=X,Y,Z$, gives real anti-Hermitian matrices, which are antisymmetric. The same holds for the second spin. The six generators are linearly independent because the Pauli products are, and real antisymmetric $4\times4$ matrices form a six-dimensional space. They therefore span it. Every $R$ in SO(4) is a rotation in two orthogonal planes, hence the exponential of such a matrix, so for some real vectors $n,m$
$$QRQ^\dagger=e^{i(n\cdot\sigma\otimes1+1\otimes m\cdot\sigma)}=e^{in\cdot\sigma}\otimes e^{im\cdot\sigma}.$$
The last step holds because operators on different spins commute.

The determinant cannot be ignored. SWAP leaves $q_1,q_2,q_3$ unchanged and reverses $q_4$, so in this basis it is $\mathrm{diag}(1,1,1,-1)$. A real orthogonal matrix of determinant $-1$ consequently represents a local gate times SWAP, which is not local.

## The interaction becomes four phases

The magic states are joint eigenvectors of the three interaction terms. The eigenvalues of $(XX,YY,ZZ)$ are $(1,-1,1)$, $(-1,1,1)$, $(1,1,-1)$ and $(-1,-1,-1)$, in the order of the columns. Including the global phase, the middle factor of (1) is $Q\Delta Q^\dagger$ with $\Delta=\mathrm{diag}(e^{i\theta_j})$ and
$$\begin{aligned}\theta_1&=\phi+a-b+c,&\theta_2&=\phi-a+b+c,\\ \theta_3&=\phi+a+b-c,&\theta_4&=\phi-a-b-c.\end{aligned}\tag{3}$$
The four columns of coefficients are mutually orthogonal with squared length 4, so the inverse is
$$\begin{aligned}\phi&=\tfrac14(\theta_1+\theta_2+\theta_3+\theta_4),&a&=\tfrac14(\theta_1-\theta_2+\theta_3-\theta_4),\\ b&=\tfrac14(-\theta_1+\theta_2+\theta_3-\theta_4),&c&=\tfrac14(\theta_1+\theta_2-\theta_3-\theta_4).\end{aligned}\tag{4}$$
Any four phases therefore define an interaction exponential and a global phase.

## Real diagonalization gives the factors

Let $V=Q^\dagger UQ$ and $M=V^TV$. A real rotation to the left of $V$ drops out of $M$. The matrix $M$ is unitary and symmetric, so $M^\dagger=M^*$. With $M=M_r+iM_i$, both parts are real symmetric and
$$1=MM^*=M_r^2+M_i^2+i(M_iM_r-M_rM_i).$$
The imaginary part must vanish, so $M_r$ and $M_i$ commute. Each eigenspace of $M_r$ is then invariant under $M_i$, which can be diagonalized inside it by a real rotation. One real orthogonal $P$ diagonalizes both:
$$M=P\Delta^2P^T,\qquad \Delta^2=\mathrm{diag}(e^{2i\theta_j}).\tag{5}$$
Reversing one column of $P$ if necessary makes $\det P=1$ without changing (5).

Choose any square roots $e^{i\theta_j}$ and set $K=VP\Delta^{-1}$. This is a product of unitaries, and
$$K^TK=\Delta^{-1}P^TV^TVP\Delta^{-1}=\Delta^{-1}\Delta^2\Delta^{-1}=1.$$
So $K^T=K^{-1}=K^\dagger$, which means that $K$ is real. If $\det K=-1$, replace $\theta_1$ by $\theta_1+\pi$. This reverses the first column of $K$ and leaves $\Delta^2$ alone. Now $K$ and $P$ are both in SO(4), and
$$U=(QKQ^\dagger)(Q\Delta Q^\dagger)(QP^TQ^\dagger).\tag{6}$$
The outer factors are local and the middle one is the interaction with its phase. This proves (1).

To extract $A$ and $B$ from a computed product $G$, rearrange its entries as $\tilde G_{(ij),(kl)}=G_{(ik),(jl)}=A_{ij}B_{kl}$. This matrix has rank one. Up to scale, $A$ is its leading left singular vector and $B$ is the complex conjugate of its leading right singular vector. Divide each by a square root of its determinant, then fix the remaining sign by comparing $A\otimes B$ with $G$.

## A diagonalization that survives degeneracy

Diagonalizing $M_r$ alone is not sufficient. For $e^{i\pi XX/4}$, which is in the CNOT class, (3) gives $\theta=\pm\pi/4$, each twice. The eigenvalues of $M$ are $\pm i$ and $M_r=0$, so any real basis diagonalizes $M_r$. With a random local gate applied first, this choice left an off-diagonal part of $M$ with Frobenius norm 1.995, while $M$ itself has norm 2.

Use instead the real symmetric matrix
$$S(t)=\mathrm{Re}(e^{-it}M)=M_r\cos t+M_i\sin t,\qquad \lambda_j=\cos(2\theta_j-t).$$
Let $\mu_j=e^{2i\theta_j}$. The formula for a difference of cosines gives $|\lambda_j-\lambda_k|=2|\sin(\theta_j+\theta_k-t)\sin(\theta_j-\theta_k)|$, and $|\mu_j-\mu_k|=2|\sin(\theta_j-\theta_k)|$. Therefore
$$|\lambda_j-\lambda_k|=|\sin(\theta_j+\theta_k-t)|\,|\mu_j-\mu_k|.\tag{7}$$
An angle is bad when $t=\theta_j+\theta_k$ modulo $\pi$. There are six pairs, hence at most six bad angles. Take seven trial angles $t=0,\pi/7,\dots,6\pi/7$. Since they are $\pi/7$ apart, each bad angle lies closer than $\pi/14$ to at most one of them. At least one trial angle is thus at distance $\pi/14$ or more from every bad angle. For it, the sine in (7) is at least $\sin(\pi/14)=0.2225$. In 3000 random sets of phases, the smallest best-of-seven ratio was 0.2227, so the worst case comes close to the guarantee.

This bounds the numerical error even when eigenvalues nearly coincide. Suppose the computed real orthogonal $P$ and diagonal $\Lambda$ satisfy $(S+E)P=P\Lambda$, where $E$ is the symmetric backward error. Then $SP-P\Lambda=-EP$ has Frobenius norm $\|E\|$. At the safe angle, (7) lets us write $M=f(S)$, where $f(\lambda_j)=\mu_j$. Interpolate $f$ linearly between neighbouring distinct $\lambda_j$ and keep it constant outside their range. Its Lipschitz constant is then at most $\ell=1/\sin(\pi/14)=4.494$. If $W$ holds the true eigenvectors of $S$,
$$\big|[W^T(MP-Pf(\Lambda))]_{jk}\big|=|f(\lambda_j)-f(\Lambda_k)|\,|(W^TP)_{jk}|\le \ell\,\big|[W^T(SP-P\Lambda)]_{jk}\big|.$$
Squaring and summing gives $\|P^TMP-f(\Lambda)\|\le\ell\|E\|$. Because $f(\Lambda)$ is diagonal, the off-diagonal part of $P^TMP$ obeys the same bound. No gap between eigenvalues appears in it.

In 600 trials with perturbations of order $10^{-6}$, half of them with two phases split by a similar amount, the off-diagonal norm reached at most 2.760 times $\|E\|$. At a deliberately bad angle, noise of order $10^{-10}$ produced an off-diagonal norm of 0.791.

In practice, diagonalize at all seven angles and keep the $P$ with the smallest off-diagonal norm. Take $\theta_j$ as half the argument of the $j$th diagonal entry. If rounding leaves $K^TK=1+F$ with $K$ unitary, then $K^T-K^\dagger=FK^\dagger$. The left side is $2i(\mathrm{Im}K)^T$, so $\|\mathrm{Im}K\|=\|F\|/2$. The imaginary part of $K$ is a direct error indicator and may be dropped when it is at rounding level. If it is large, either the diagonalization failed or the input was not unitary, an assumption used throughout. A small imaginary part does not confirm that assumption: $V=O_1D\Delta O_2$ with $O_1,O_2$ real orthogonal and $D$ real, positive and diagonal gives a real $K$ that is not orthogonal unless $D=1$, so unitarity must be checked separately.

The procedure was applied to 305 gates: 200 random ones, the identity, four standard gates, 40 locally rotated copies of these four, and 60 gates displaced from the CNOT class by amounts of order $10^{-4}$, $10^{-8}$ or $10^{-12}$. The largest reconstruction error was $1.9\times10^{-15}$ in Frobenius norm.

## Which part of the answer is unique

The local factors are never unique. For instance, $XX$ commutes with the interaction, so $A_1,B_1$ can be replaced by $iA_1X,\,iB_1X$ if $A_2,B_2$ are replaced by $-iXA_2,\,-iXB_2$. Degenerate phases leave further freedom in $P$. The triple $(a,b,c)$ has a definite freedom. Any factorization (1) reads $V=O_1\Delta O_2$ with $O_1,O_2$ in SO(4), so $M=O_2^T\Delta^2O_2$ has the eigenvalues $e^{2i\theta_j}$. Two factorizations of the same $U$ thus have phases related by a permutation and by shifts $\pi n_j$ with integer $n_j$. Both give $\det U=e^{i\sum\theta_j}$, so $\sum n_j$ is even.

By (4), a shift changes $a$, $b$ and $c$ by $\pi/4$ times signed sums of the $n_j$. These have the parity of $\sum n_j$, so the changes are multiples of $\pi/2$. Exchanging $\theta_1,\theta_2$ exchanges $a,b$. Exchanging $\theta_1,\theta_3$ exchanges $b,c$. Exchanging $\theta_1,\theta_4$ sends $(a,b,c)$ to $(-c,b,-a)$. These three exchanges generate all 24 permutations of the phases. They act as the 24 combinations of a permutation of $(a,b,c)$ with an even number of sign changes.

Reduce each coordinate modulo $\pi/2$ to $(-\pi/4,\pi/4]$, sort by magnitude, and reverse signs in pairs until $a$ and $b$ are not negative. If this leaves $a=\pi/4$ and $c<0$, reverse $a$ and $c$ and shift $a$ back by $\pi/2$. The result satisfies
$$\pi/4\ge a\ge b\ge|c|,\qquad c\ge0\ \text{ if }a=\pi/4.\tag{8}$$
If all magnitudes are below $\pi/4$, a net shift by a multiple of $\pi/2$ would lead out of the range. The remaining moves are permutations and paired sign changes, which preserve the magnitudes and the sign of $abc$, so the triple is unique. If $a=\pi/4$, then $a$ and $-a$ are equivalent modulo $\pi/2$, the sign of $abc$ loses its meaning, and the last condition in (8) fixes the choice.

All these moves can be carried out with local gates. A shift of $a$ by $\pi/2$ extracts $e^{i\pi XX/2}=iXX$, which is local up to a phase, and a permutation relabels the columns of $P$ and $K$, with a column of each reversed if needed to keep the determinants. Hence two gates agree up to local gates and a phase if and only if their reduced triples agree.

In units of $\pi$, CNOT has $(0.25,0,0)$, iSWAP has $(0.25,0.25,0)$ and SWAP has $(0.25,0.25,0.25)$. The square root of SWAP that multiplies the singlet by $i$ has $(0.125,0.125,-0.125)$. The negative sign is real information: a triplet phase $\kappa$ and a singlet phase $-3\kappa$ differ by $-4\kappa=\pi/2$, so $\kappa=-\pi/8$. The inverse gate has the positive sign.

Near $a=\pi/4$ the sign of $c$ can jump under a tiny change of the gate. Code needs a tolerance there, and triples on opposite sides of the jump should not be compared by their numerical distance.

## The exchange pulse, solved explicitly

In a frame rotating at the mean Zeeman frequency, a square pulse has the Hamiltonian
$$H/h=\tfrac J4(XX+YY+ZZ)+\tfrac\delta4(Z_1-Z_2).$$
The frame change is local and commutes with $H$. On 00 and 11 the energy is $J/4$. On the pair 01, 10, with Pauli matrices $X',Z'$, it is $-J/4+(\delta Z'+JX')/2$. Let $\Omega=\sqrt{J^2+\delta^2}$. Then $U=e^{-2\pi iHt/h}$ is $e^{-i\pi Jt/2}$ on the outer states and, on the inner pair,
$$e^{i\pi Jt/2}\Big[\cos\pi\Omega t-\tfrac i\Omega(\delta Z'+JX')\sin\pi\Omega t\Big].$$

Try $U=L\,e^{i[a(XX+YY)+cZZ]}L$ with $L=e^{-i\beta(Z_1-Z_2)/2}$. The outer states give $c=-\pi Jt/2$. Inside the pair, $XX+YY=2X'$ and $L=e^{-i\beta Z'}$. Since $X'$ anticommutes with $Z'$,
$$e^{-i\beta Z'}e^{2iaX'}e^{-i\beta Z'}=\cos2a\,e^{-2i\beta Z'}+i\sin2a\,X'.$$
Comparing terms, with $\cos2a\ge0$,
$$\sin2a=-\tfrac J\Omega\sin\pi\Omega t,\qquad 2\beta=\arg\!\Big[\cos\pi\Omega t+\tfrac{i\delta}\Omega\sin\pi\Omega t\Big].\tag{9}$$

For $J=10$ MHz, $\delta=20$ MHz and $t=50$ ns, $\Omega=22.3607$ MHz and $\Omega t=1.1180$. Then $\sin\pi\Omega t=-0.362$ and $J/\Omega=0.447$, so $\sin2a=0.162$ and $a=0.0814$ rad. Also $c=-0.7854$ rad and $\beta=-1.4035$ rad. By (3), the eigenphases $2\theta_j$ of $M$ are $2c$ twice and $-2c\pm4a$, that is $-1.5708$ twice, $1.8964$ and $1.2452$ rad. Reduction to (8) gives $(0.7854,0.0814,0.0814)$ rad, as the general algorithm does.

The average gate fidelity between unitaries $U$ and $W$ is $(|\mathrm{Tr}\,U^\dagger W|^2+4)/20$. If the XX+YY part is dropped and $L$ is kept, the trace has modulus $2+2\cos2a=4\cos^2a$. The infidelity is $\tfrac45(1-\cos^4a)=1.05\times10^{-2}$. It refers to these fixed local gates, which have not been optimized.

The leftover vanishes when $\Omega t$ is an integer, because the inner pair then completes whole cycles. The controlled-Z class also needs $Jt=1/2$ in the shortest case. One cycle gives $\Omega=2J$ and $\delta=\sqrt3J=17.321$ MHz. Then $\beta=\pi/2$, $L^2=ZZ$ and $U=ZZ\,e^{-i\pi ZZ/4}$. The standard gate follows from rotations about $z$:
$$\mathrm{CZ}=e^{-i\pi/4}e^{i\pi(Z_1+Z_2)/4}\,ZZ\,U.$$

Two limits show the role of $\delta$ at fixed $Jt=1/2$. For $\delta=0$, (9) gives $a=c=-\pi/4$, the SWAP class. For $\delta\gg J$, $|a|\le\tfrac12\arcsin(J/\Omega)$ becomes small and the gate approaches the controlled-Z class without tuning.

## What a real device changes

The example has the scale of electron spins in a silicon double quantum dot. Its parameters are rough values, and Zeeman differences vary widely between devices. Exchange noise of 1 % rms, constant during each pulse, gives an infidelity of $7.0\times10^{-5}$, the largest of the neglected effects for the inputs chosen here. Slow Zeeman noise of 22.5 kHz rms per spin, corresponding to $T_2^*=10$ μs, gives $1.8\times10^{-5}$. Such a $T_2^*$ presumes isotopically purified silicon. This infidelity scales as $1/T_2^{*2}$, so at $T_2^*=1$ μs, the order found in natural silicon, it is $1.8\times10^{-3}$ and exceeds the exchange noise. Rotating the spin axes of one dot relative to the other in the exchange term by a spin-orbit angle of 0.01 rad, about an axis midway between $x$ and $z$, gives $5.3\times10^{-7}$ at a mean Zeeman frequency of 15 GHz. The large Zeeman frequency averages out the $x$ component of the rotation. The $z$ component, $\varphi=0.01/\sqrt2$, turns the phase of the leftover amplitude $\sin2a$ and gives $\tfrac25(\varphi\sin2a)^2$, which accounts for this value and vanishes with $a$. For a charging energy of 3 meV and no detuning between the dots, the singlet's double occupancy is $1.4\times10^{-5}$. At the same exchange it is larger when the dots are detuned. For a valley splitting of 0.1 meV at 0.1 K, the upper-valley population is $9.1\times10^{-6}$ per dot. It depends exponentially on both inputs: halving the splitting or doubling the temperature raises it to $3\times10^{-3}$. These last two are populations, not gate errors. Relaxation, fast noise and pulse-induced frequency shifts were not sized.

Real pulses are not square. Linear edges of 5 ns at fixed pulse area change $a$ from 0.0814 to 0.0800 rad, with an infidelity of $3.3\times10^{-6}$ relative to the square pulse with matching Zeeman waits. First-order perturbation theory in $J$ does not explain this change. It makes the inner transition amplitude proportional to the Fourier component of $J(t)$ at frequency $\delta$. For the square pulse this component is zero because $\delta t=1$, and the edges only multiply it by a factor. The leftover therefore comes entirely from higher orders, for both pulses. The ZZ angle depends on the pulse area alone, because ZZ commutes with the rest of $H$ at all times. The numerical output follows.

## Table of computed values

```
gates factorized: 305
largest reconstruction error (Frobenius norm): 1.9e-15
largest imaginary part of K (Frobenius norm): 9.8e-16
guaranteed gap ratio sin(pi/14): 0.2225; inverse: 4.494
smallest best-of-seven gap ratio in 3000 random cases: 0.2227
largest off-diagonal norm / perturbation norm: 2.760
off-diagonal norm at a bad angle, noise 1e-10: 0.791
CNOT class, Re M alone: off-diagonal norm 1.995
CNOT class, best of seven angles: off-diagonal norm 6.7e-16
CNOT: (a, b, c)/pi = 0.2500, 0.0000, 0.0000
iSWAP: (a, b, c)/pi = 0.2500, 0.2500, 0.0000
SWAP: (a, b, c)/pi = 0.2500, 0.2500, 0.2500
square root of SWAP: (a, b, c)/pi = 0.1250, 0.1250, -0.1250
exchange J: 10.0 MHz; Zeeman difference: 20.0 MHz
pulse length: 50.0 ns
Omega: 22.3607 MHz; Omega t: 1.1180
eigenphases 2 theta of M: -1.5708, -1.5708, 1.2452, 1.8964 rad
explicit a = b: 0.0814 rad; c: -0.7854 rad; beta: -1.4035 rad
reduced triple from the algorithm: 0.7854, 0.0814, 0.0814 rad
infidelity if the XX+YY part is dropped: 1.054e-02
tuned Zeeman difference: 17.321 MHz at 50.0 ns
tuned triple: 0.7854, 0.0000, 0.0000 rad
pulse edge: 5.0 ns; infidelity: 3.3e-06
triple with pulse edges: 0.7854, 0.0800, 0.0800 rad
exchange noise: 1.0 % rms; infidelity: 7.0e-05
T2*: 10.0 us; Zeeman noise: 22.5 kHz rms
Zeeman noise infidelity: 1.8e-05
mean Zeeman frequency: 15.0 GHz
spin-orbit angle: 0.010 rad; infidelity: 5.3e-07
charging energy: 3.0 meV; singlet double occupancy: 1.4e-05
valley splitting: 0.10 meV; temperature: 0.10 K
thermal upper-valley population per dot: 9.1e-06
largest neglected effect of those sized: exchange noise
```
